# Rate and Barrier Contrast Needed for Area-Selective Atomic Layer Deposition

## Setting and data

A wafer carries two kinds of surface. A film is wanted on the growth surface (subscript \(g\)) and unwanted on the non-growth surface (subscript \(n\)). Both receive the same precursor gas during one pulse of atomic layer deposition.

Let \(\theta\) be the fraction of reactive sites filled, with \(\theta=1\) at saturation. The sites on each surface are identical and independent, start empty, and fill irreversibly. An empty site fills with rate constant \(k\), so that

\[
\frac{d\theta}{dt}=k(1-\theta),\qquad \theta(0)=0 .
\]

The pulse must end with \(\theta_g=0.99\) and \(\theta_n=0.01\). Gas and wafer are at \(T=500\) K, where \(k_BT=0.043087\) eV. The pressure is 0.01 Torr, the pulse lasts 1 s, the molar mass is 100 g/mol, and both surfaces have \(N_s=4\) sites per nm². These are round model parameters.

## Part (a): the rate ratio

**Question.** Find the ratio \(R=k_g/k_n\) that meets the target. Show that it does not depend on the shape of the pressure pulse if both rate constants are proportional to pressure. Explain why \(R\) differs from the ratio of the coverages.

**Model answer.** Divide the rate equation by \(1-\theta\) and integrate from the empty surface to the end of the pulse, at time \(t\):

\[
\int_0^{\theta}\frac{d\theta'}{1-\theta'}=\int_0^t k\,dt' .
\]

The left side is \(-\ln(1-\theta)\), since the derivative of \(\ln(1-\theta')\) is \(-1/(1-\theta')\). For constant \(k\),

\[
-\ln(1-\theta)=kt,\qquad \theta=1-e^{-kt}.
\]

If the pressure varies, write \(k(t)=\kappa\,p(t)\), where \(\kappa\) belongs to the surface. The right side becomes \(\kappa\int p\,dt\). This integral is the same for both surfaces and cancels on division, whatever the pulse shape. Therefore

\[
R=\frac{k_g}{k_n}=\frac{\ln(1-\theta_g)}{\ln(1-\theta_n)} .
\]

The two dimensionless doses \(kt\) are

\[
k_gt=-\ln 0.01=4.60517,\qquad k_nt=-\ln 0.99=0.0100503,
\]

and their quotient is

\[
R=\frac{4.60517}{0.0100503}=458.2 .
\]

A search for the two rate constants that bring the numerically integrated rate equation to 0.99 and 0.01 also gives 458.2.

The coverage ratio is only 99. On the non-growth surface nearly all sites stay empty, so \(\theta_n\approx k_nt\) and the coverage measures the rate well. On the growth surface the uptake slows as empty sites run out, and the rise from 90 % to 99 % takes half of the dose (half of the pulse at constant pressure), because \(-\ln 0.1\) is half of \(-\ln 0.01\). Reaching 0.99 needs \(k_gt=4.61\), not 0.99.

The limits show the same thing. For a very small dose \(\theta\approx kt\) on both surfaces, and the coverage ratio equals \(R\). For a very large dose both coverages approach 1, and so does their ratio. Selectivity is therefore a property of the surfaces and the dose together.

## Part (b): a meaning for the prefactor

**Question.** Suppose that a molecule reacts when it strikes an empty site with kinetic energy of motion along the surface normal greater than a barrier \(E\). Derive \(k\) for a Maxwell gas, and state when the two surfaces have equal prefactors.

**Model answer.** Let \(v\) be the velocity component towards the surface, \(m\) the molecular mass and \(n_{\rm gas}=p/(k_BT)\) the number density of the ideal gas. Molecules with component \(v\) arrive at a rate proportional to \(v\). The flux of those able to react is

\[
F_E=n_{\rm gas}\sqrt{\frac{m}{2\pi k_BT}}\int_{v_E}^{\infty}v\,e^{-mv^2/2k_BT}\,dv,
\qquad \tfrac12mv_E^2=E .
\]

Substitute \(w=mv^2/(2k_BT)\), so that \(v\,dv=(k_BT/m)\,dw\). The lower limit becomes \(E/k_BT\), and the integral is

\[
\frac{k_BT}{m}\int_{E/k_BT}^{\infty}e^{-w}\,dw=\frac{k_BT}{m}\,e^{-E/k_BT}.
\]

Multiplying by the factors in front gives

\[
F_E=\frac{p}{k_BT}\sqrt{\frac{k_BT}{2\pi m}}\;e^{-E/k_BT}
=\frac{p}{\sqrt{2\pi mk_BT}}\;e^{-E/k_BT}.
\]

Each site receives the flux falling on its area \(1/N_s\). Hence

\[
k=A\,e^{-E/k_BT},\qquad A=\frac{p}{N_s\sqrt{2\pi mk_BT}} .
\]

The prefactor \(A\) is the arrival rate per site. In this model it is equal on the two surfaces if they share the pressure, gas temperature and site density, and if no further orientation requirement distinguishes them. With the data converted to SI units, \(A=3927\ \mathrm{s^{-1}}\).

## Part (c): the barrier difference

**Question.** Find \(\Delta E=E_n-E_g\) for equal prefactors, and the two barriers separately. What fraction of the arriving molecules does the growth surface consume?

**Model answer.** Keep the prefactors general at first:

\[
R=\frac{A_g}{A_n}\,e^{(E_n-E_g)/k_BT}.
\]

Taking the logarithm and solving for the difference,

\[
\Delta E=k_BT\left[\ln R-\ln\frac{A_g}{A_n}\right].
\]

The second term vanishes for equal prefactors, leaving

\[
\Delta E=k_BT\ln R=0.043087\ \mathrm{eV}\times6.1273=0.264\ \mathrm{eV}.
\]

The sign is positive: the non-growth surface has the higher barrier.

For the separate barriers, invert \(k=Ae^{-E/k_BT}\). The 1 s pulse requires \(k_g=4.605\ \mathrm{s^{-1}}\) and \(k_n=0.01005\ \mathrm{s^{-1}}\), so

\[
E_g=k_BT\ln\frac{3927.4}{4.60517}=0.291\ \mathrm{eV},\qquad
E_n=k_BT\ln\frac{3927.4}{0.0100503}=0.555\ \mathrm{eV}.
\]

These values depend on pressure and pulse length, and on the collision prefactor of part (b). They are measured from the gas and should not be compared with barriers computed from an adsorbed state: a prefactor of \(10^{13}\ \mathrm{s^{-1}}\) would turn the same two rate constants into 1.22 and 1.49 eV. Their difference does not, because a common change of dose shifts both equally.

During the pulse \(At\) molecules arrive per site and \(\theta_g\) are kept. The consumed fraction is \(0.99/3927=2.5\times10^{-4}\). This fraction counts every strike, and one molecule can strike many times, so a small value does not show that the gas is undisturbed. The number density \(p/(k_BT)\) is \(1.93\times10^{20}\ \mathrm{m^{-3}}\), so a gas layer about 2 cm high holds only as many molecules as the growth surface takes up. Even on a flat wafer, the nearly constant pressure assumed here requires either a gas space much taller than this layer or fresh precursor flowing in during the pulse. In a deep, narrow feature a large wall area draws on a small opening, and the assumption of equal dose needs a separate transport calculation.

## Part (d): temperature, overdose and rounding

**Question.** Express \(\theta_n\) through \(\theta_g\) and \(R\). Use the result to examine (i) 400 K and 600 K, with barriers and pressure fixed and the pulse length adjusted to keep \(\theta_g=0.99\); (ii) a pulse of double length at 500 K; and (iii) a barrier difference rounded to two decimals.

**Model answer.** From part (a), \(k_gt=-\ln(1-\theta_g)\). Since \(k_nt=k_gt/R\),

\[
\theta_n=1-e^{-k_gt/R}=1-(1-\theta_g)^{1/R}.
\]

For \(R=1\) this gives \(\theta_n=\theta_g\), hence no selectivity. When \(R\) is much larger than \(-\ln(1-\theta_g)\), the exponent \(k_gt/R\) is small and \(\theta_n\approx-\ln(1-\theta_g)/R\), which at fixed \(\theta_g\) falls inversely with the rate ratio.

(i) With fixed barriers, \(R=e^{\Delta E/k_BT}\). Cooling to 400 K raises \(R\) to 2120 and lowers \(\theta_n\) to 0.217 %. Heating to 600 K reduces \(R\) to 165 and raises \(\theta_n\) to 2.75 %. The price of cooling is time: the pulse must last 4.83 s at 400 K, against 1 s at 500 K and 0.356 s at 600 K. Within this model the lower temperature is more selective because the surface with the higher barrier slows down more.

(ii) Doubling the pulse squares the empty fraction on each surface. The growth surface goes from 99 % to \(1-0.01^2=99.99\) %, while the non-growth surface goes from 1 % to \(1-0.99^2=1.99\) %. The overdose gains less than one percentage point where film is wanted and almost doubles the unwanted coverage.

(iii) A difference of 0.26 eV gives \(R=e^{0.26/0.043087}=417.5\) and \(\theta_n=1.097\) %. This is about 10 % above the target of 1 %, in relative terms. A change of 0.004 eV is small beside the barrier, but it is a tenth of \(k_BT\), and the rate responds to that ratio.

## Part (e): a reaction that needs two sites

**Question.** Let each reaction require two neighbouring empty sites, placed at random, so that \(d\theta/dt=k(1-\theta)^2\). Find the new rate ratio and barrier difference for the same coverages and equal prefactors.

**Model answer.** Separating the variables gives

\[
kt=\int_0^\theta\frac{d\theta'}{(1-\theta')^2}
=\frac{1}{1-\theta}-1=\frac{\theta}{1-\theta}.
\]

The doses are \(k_gt=0.99/0.01=99\) and \(k_nt=0.01/0.99=1/99\). Therefore

\[
R=99^2=9801,\qquad \Delta E=k_BT\ln9801=0.396\ \mathrm{eV}.
\]

The non-growth dose hardly changes from part (a), because almost every site there still has an empty neighbour. The growth dose rises from 4.61 to 99, because the last empty sites seldom lie side by side. The factor \((1-\theta)^2\) is a mean-field assumption. It holds if the reaction leaves fragments that each occupy one site, do not interact, and move fast enough to keep the empty sites randomly placed. If one adsorbate covers both sites and moves as a unit, the empty sites stay correlated even when motion is fast: neighbouring empty pairs are more frequent than \((1-\theta)^2\), and on a square lattice the required ratio is roughly half as large. If they stay fixed, isolated empty sites are left behind and can no longer react. On a square lattice where each reaction fills both sites, filling then stops at about 91 %, and the target of 99 % cannot be reached at any rate. The ratio 9801 therefore applies only to mobile, independent one-site fragments.

## Part (f): imperfect surfaces and repeated cycles

**Question.** Return to the one-site law at 500 K. Find the effect on the required \(\Delta E\) of (i) a tenfold prefactor mismatch; (ii) 100 cycles in which unwanted nuclei persist; (iii) 0.5 % of non-growth sites being defects that react like growth sites; and (iv) a Gaussian spread \(\sigma=0.05\) eV of the non-growth barriers.

**Model answer.**

**(i) Prefactors.** The general formula in part (c) gives a shift of \(k_BT\ln10=0.099\) eV. If \(A_n=10A_g\), the requirement rises to 0.363 eV. If \(A_n=A_g/10\), it falls to 0.165 eV.

**(ii) Cycles.** Suppose that each cycle renews the growth surface, while the non-growth surface keeps its filled sites. Each pulse leaves 99 % of the remaining empty non-growth sites empty. After 100 cycles the coverage is

\[
1-0.99^{100}=63.4\ \% .
\]

To end at 1 % instead, the total dose \(100\,k_nt\) must equal \(-\ln0.99\). The rate ratio must be 100 times larger, 45 821, and \(\Delta E=0.462\) eV. Sideways growth of the nuclei is not counted and would cover further area.

**(iii) Defects.** Let \(f\) be the defect fraction and \(\theta_c\) the coverage of the clean sites. The average must equal the target:

\[
f\theta_g+(1-f)\theta_c=\theta_n
\quad\Rightarrow\quad
\theta_c=\frac{\theta_n-f\theta_g}{1-f}.
\]

For \(f=0.005\),

\[
\theta_c=\frac{0.01-0.00495}{0.995}=0.5075\ \% .
\]

The clean sites then need \(R=\ln(0.01)/\ln(1-\theta_c)=905\), or \(\Delta E=0.293\) eV. At \(f=\theta_n/\theta_g=1.01\) % the defects alone use up the whole allowance. From there on no finite barrier on the clean sites meets the target; the defects must be removed or blocked.

**(iv) Barrier spread.** Write \(E=\bar E_n+\sigma z\), where \(z\) has a normal distribution with unit variance, and let \(a=\sigma/k_BT\). If even the sites that contribute most to the unwanted coverage stay nearly empty, \(\theta\approx kt\) and the mean rate is what matters. This holds for the narrow spread used here, but a low average coverage alone does not ensure it. Completing the square, \(-z^2/2-az=-(z+a)^2/2+a^2/2\), gives

\[
\left\langle e^{-az}\right\rangle
=\int_{-\infty}^{\infty}\frac{e^{-z^2/2-az}}{\sqrt{2\pi}}\,dz=e^{a^2/2}.
\]

The low-barrier sites gain more rate than the high-barrier sites lose. To cancel the factor \(e^{a^2/2}\), the mean barrier must rise by

\[
k_BT\,\frac{a^2}{2}=\frac{\sigma^2}{2k_BT}
=\frac{0.05^2}{2\times0.043087}\ \mathrm{eV}=0.029\ \mathrm{eV}.
\]

Averaging the full coverage \(1-e^{-kt}\) gives 0.028 eV. The value is slightly smaller because \(1-e^{-kt}\) bends below \(kt\) by about \((kt)^2/2\), and this loss is largest on the faster sites. For this spread those sites are still far from saturation: most of the correction comes from sites with \(kt\) below 0.3. Without the correction the unwanted coverage would be 1.90 %.

## Part (g): desorption and the real process

**Question.** Include desorption from the growth surface with rate constant \(k_d=\nu e^{-E_d/k_BT}\), taking \(\nu=10^{13}\ \mathrm{s^{-1}}\) and \(E_d=1.7\) eV as assumed values. Find the coverage after the pulse and after a purge of 10 s. Then judge how far the barrier difference of part (c) can guide a real process.

**Model answer.** The rate equation becomes

\[
\frac{d\theta}{dt}=k_g(1-\theta)-k_d\theta=k_g-(k_g+k_d)\theta .
\]

Its steady value is \(k_g/(k_g+k_d)\), and the deviation from it decays at the rate \(k_g+k_d\). Starting from an empty surface,

\[
\theta(t)=\frac{k_g}{k_g+k_d}\left[1-e^{-(k_g+k_d)t}\right].
\]

Here \(k_d=7.3\times10^{-5}\ \mathrm{s^{-1}}\), far below \(k_g\), and the pulse still ends at 99.00 %. During the purge no precursor arrives, so the coverage is multiplied by \(e^{-10k_d}\), with \(k_d\) in \(\mathrm{s^{-1}}\), and falls to 98.93 %. Irreversible filling is a good approximation for these values. A weaker bond would change this quickly, since \(k_d\) depends exponentially on \(E_d\).

The parameters lie in the rough range of thermal oxide deposition from metal-organic precursors: temperatures of several hundred kelvin, pulses from a fraction of a second to seconds, and a few reactive sites per nm². Four sites per nm² is high for a bulky precursor, whose ligands can block neighbouring sites. One possible pairing is a hydroxylated oxide as growth surface and a surface with its reactive groups removed or covered as non-growth surface. Real processes run many cycles, which breaks the one-pulse assumption and, for 100 cycles in this model, raises the requirement from 0.264 to 0.462 eV. Adsorption through a weakly bound intermediate state can also make the prefactors unequal, at a cost or gain of 0.099 eV per factor of ten. Such a state does more than this: its binding energy enters the effective barrier, and if it is mobile the uptake falls more slowly than \(1-\theta\), so the required ratio moves from 458 towards the coverage ratio of 99.

The value 0.264 eV is thus a requirement for coverages of 99 % and 1 % after one pulse at 500 K, on uniform surfaces with irreversible one-site kinetics and equal prefactors. It is not a general threshold for selective deposition. Tunnelling can be estimated from the rate factor \((u/2)/\sin(u/2)\), with \(u=hc\tilde\nu/k_BT\), for a parabolic barrier with an assumed wavenumber of 1000 cm⁻¹. Its equivalent shift is 0.016 eV if one surface alone is affected. This is smaller than the shifts found in part (f), but it grows quickly with the assumed wavenumber: at 1300 cm⁻¹ the same formula gives 0.029 eV, as large as the defect and spread shifts.

## Calculated quantities

```
Target coverages, growth / non-growth: 0.99 / 0.01
Temperature: 500 K; kT: 0.043087 eV
Pressure: 0.01 Torr; pulse: 1.0 s
Molar mass: 100 g/mol; sites: 4.0 per nm2
Growth k*t: 4.605170 (dimensionless)
Non-growth k*t: 0.01005034 (dimensionless)
Required rate ratio: 458.211; its logarithm: 6.12733
Ratio from integrated rate equations: 458.211
Required barrier difference: 0.26401 eV
Coverage ratio, not the rate ratio: 99.0
Gap if coverage ratio is misused: 0.1980 eV
Arrival rate per site: 3927.4 1/s
Rate constants, growth / non-growth: 4.60517 / 0.0100503 1/s
Reaction probability per hit, growth: 1.1726e-03
Reaction probability per hit, non-growth: 2.5590e-06
Barriers, growth / non-growth: 0.2908 / 0.5548 eV
Fraction of arriving molecules consumed, growth: 2.521e-04
Rounded gap 0.26 eV gives ratio: 417.5
Non-growth coverage with rounded gap: 1.097 %
At 400 K, same barriers: ratio 2120.0
  pulse for 99 % growth: 4.8335 s; non-growth: 0.217 %
At 600 K, same barriers: ratio 165.0
  pulse for 99 % growth: 0.3557 s; non-growth: 2.752 %
Double pulse, growth / non-growth: 99.99 / 1.99 %
Gap shift for tenfold prefactor mismatch: 0.0992 eV
Gap, non-growth prefactor 10x larger: 0.3632 eV
Gap, non-growth prefactor 10x smaller: 0.1648 eV
Non-growth coverage after 100 cycles: 63.40 %
For 1 % after 100 cycles: ratio 45821, gap 0.4624 eV
Defect fraction limit: 1.010 %
With 0.5 % defects: clean-site coverage 0.5075 %
  required ratio 905.1, gap 0.2933 eV
Barrier spread: 0.05 eV; coverage: 1.902 %
  added mean gap: 0.0284 eV; low-coverage estimate: 0.0290 eV
Two-site law: ratio 9801.0, gap 0.3960 eV
Barrier wavenumber: 1000 1/cm; u: 2.8776
Tunnelling factor: 1.4514; equivalent gap: 0.0161 eV
Desorption barrier: 1.7 eV; attempt rate: 1e+13 1/s
Desorption rate: 7.324e-05 1/s; purge: 10 s
Growth coverage after pulse / purge: 98.9985 / 98.9260 %
```
